# Optimal linear mixing for dielectric eigenvalues between 1 and 5: verification in Python

```python
"""
Result under test: if the dielectric eigenvalues of a self-consistent density
response span 1 to 5, the best constant linear mixing factor is alpha = 1/3,
and the worst small error is multiplied by 2/3 per iteration (Coulomb norm).

Symbols: n = electrons per length (1/nm), error = n - n_fixed,
chi0 = independent-electron response, v = planar Coulomb interaction,
E = 1 - chi0 v, S = 1 + sqrt(v)(-chi0)sqrt(v) (same eigenvalues as E).
The model is a periodic row of wells, two electrons per well, repeated
laterally with one row per area. Energies in eV and lengths in nm.
The fixed-point Hamiltonian is prescribed; density changes alter it through v.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

kin = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # eV nm^2
coul = sc.e / sc.epsilon_0 * 1e9                    # eV nm
length, wells, points, depth = 2.0, 4, 80, 6.0
dx = length / points
x = np.arange(points) * dx
q = 2 * np.pi * np.fft.fftfreq(points, dx)
identity = np.eye(points)


def fourier_operator(values):
    """Real-space matrix of an operator diagonal in wave number."""
    m = np.fft.ifft(values[:, None] * np.fft.fft(identity, axis=0), axis=0).real
    return (m + m.T) / 2


h_fixed = fourier_operator(kin * q**2)
h_fixed -= np.diag(depth * np.cos(2 * np.pi * wells * x / length))
energy, orbital = np.linalg.eigh(h_fixed)
n_fixed = 2 * np.sum(orbital[:, :wells]**2, axis=1) / dx
gap = energy[wells] - energy[wells - 1]

# Independent-electron response by the sum over filled-empty pairs
chi0 = np.zeros((points, points))
for i in range(wells):
    pair = orbital[:, i:i + 1] * orbital[:, wells:]
    chi0 += 4 / dx * (pair / (energy[i] - energy[wells:])) @ pair.T

# Interaction for unit area, then the area that puts the top eigenvalue at 5
vq = np.zeros(points)
vq[1:] = coul / q[1:]**2
w_unit, vectors = np.linalg.eigh(fourier_operator(vq))
basis = vectors[:, 1:]                              # number-conserving errors
w_unit = w_unit[1:]
assert np.max(np.abs(basis.sum(axis=0))) < 1e-8
root_unit = basis * np.sqrt(w_unit)
top_unit = np.linalg.eigvalsh(-root_unit.T @ chi0 @ root_unit)[-1]
area = top_unit / (5.0 - 1.0)
v = fourier_operator(vq / area)
w = w_unit / area
root = basis * np.sqrt(w)
S = np.eye(points - 1) - root.T @ chi0 @ root
S = (S + S.T) / 2
lam, modes = np.linalg.eigh(S)
assert abs(lam[-1] - 5) < 1e-8 and 0 < lam[0] - 1 < 5e-3


def exchange_potential(n):
    return -coul / (4 * np.pi) * (3 * n / (np.pi * area))**(1 / 3)


def output_density(n, exchange=False):
    """Full nonlinear map: potential from n, diagonalize, fill orbitals."""
    change = v @ (n - n_fixed)
    if exchange:
        change = change + exchange_potential(n) - exchange_potential(n_fixed)
    u = np.linalg.eigh(h_fixed + np.diag(change))[1][:, :wells]
    return 2 * np.sum(u**2, axis=1) / dx


def coulomb_norm(e):
    return np.sqrt(e @ v @ e)


def run_scf(start_error, alpha, steps):
    n = n_fixed + start_error
    history = [n - n_fixed]
    for _ in range(steps):
        n = n + alpha * (output_density(n) - n)
        history.append(n - n_fixed)
    return history


def worst_factor(alpha):
    """Largest one-step error growth in the Coulomb norm."""
    return np.linalg.norm(np.eye(points - 1) - alpha * S, 2)


def steps_needed(rate, reduction=1e-4):
    return int(np.ceil(np.log(reduction) / np.log(rate)))


# Optimum found by direct numerical minimization of the operator norm
best = minimize_scalar(worst_factor, bounds=(0.01, 0.6), method="bounded",
                       options={"xatol": 1e-9})
assert abs(best.x - 1 / 3) < 1e-3 and abs(best.fun - 2 / 3) < 1e-3
assert abs(worst_factor(1 / 3) - 2 / 3) < 1e-7

# Nonlinear loop started with equal amounts of the two end modes
low = basis @ (modes[:, 0] / np.sqrt(w))
high = basis @ (modes[:, -1] / np.sqrt(w))
scale = 0.01 / np.max(np.abs(v @ high))             # 10 meV potential error
start = scale * (low + high)
history = run_scf(start, 1 / 3, 30)
relative = np.array([coulomb_norm(e) for e in history]) / coulomb_norm(start)
sign_low = (low @ v @ history[1]) / (low @ v @ start)
sign_high = (high @ v @ history[1]) / (high @ v @ start)
assert abs(sign_low - 2 / 3) < 3e-3 and abs(sign_high + 2 / 3) < 3e-3
for k in (1, 5, 10, 20):
    # 4 percent allows for the smallest eigenvalue lying slightly above 1
    assert abs(relative[k] / (2 / 3)**k - 1) < 0.04
count_scf = int(np.argmax(relative <= 1e-4))
assert count_scf == steps_needed(2 / 3)

# Other mixing factors, including one outside the stable interval
rates = []
for alpha in (0.20, 0.30, 0.38, 0.42):
    run = run_scf(start, alpha, 16)
    measured = coulomb_norm(run[16]) / coulomb_norm(run[15])
    predicted = max(abs(1 - alpha), abs(1 - 5 * alpha))
    assert abs(measured - predicted) < 4e-3
    rates.append((alpha, measured, predicted))

# Ordinary root-mean-square norm: one step can be worse than 2/3
step_matrix = identity - (identity - chi0 @ v) / 3
rms_factor = np.linalg.norm(basis.T @ step_matrix @ basis, 2)
assert rms_factor > 0.7

# Macroscopic electronic constant at the longest wavelength of the cell
wave = np.cos(2 * np.pi * x / length)
wave_coord = basis.T @ (wave / np.linalg.norm(wave))
eps_macro = 1 / (wave_coord @ np.linalg.solve(S, wave_coord))
assert 1 < eps_macro < 4.99

# Larger starting error: peak-to-peak potential swing of 1 eV
large = high / np.ptp(v @ high)
large_run = run_scf(large, 1 / 3, 1)
large_factor = coulomb_norm(large_run[1]) / coulomb_norm(large)
assert abs(large_factor - 2 / 3) < 0.12

# Mixing chosen from a static permittivity that includes ionic motion
static_k = 20.0
alpha_static = 2 / (1 + static_k)
rate_static = worst_factor(alpha_static)

# Local exchange added to the interaction
kernel = v + np.diag(exchange_potential(n_fixed) / (3 * n_fixed))
xval, xvec = np.linalg.eigh(-basis.T @ chi0 @ basis)
half = (xvec * np.sqrt(np.maximum(xval, 0))) @ xvec.T
lam_x, z_x = np.linalg.eigh(np.eye(points - 1)
                            + half @ basis.T @ kernel @ basis @ half)
assert 0 < lam_x[0] < 1 and lam_x[-1] < 5
for index in (0, -1):
    e = basis @ half @ z_x[:, index]
    e *= 1e-3 * n_fixed.min() / np.max(np.abs(e))
    response = (output_density(n_fixed + e, True)
                - output_density(n_fixed - e, True)) / 2
    assert np.linalg.norm(e - response - lam_x[index] * e) < 1e-3 * np.linalg.norm(e)
alpha_x = 2 / (lam_x[0] + lam_x[-1])
rate_x = (lam_x[-1] - lam_x[0]) / (lam_x[-1] + lam_x[0])

# Cell filled with free-electron gate metal: Thomas-Fermi against Lindhard
metal_density = 50.0
kf = (3 * np.pi**2 * metal_density)**(1 / 3)
fermi = kin * kf**2
k_tf = np.sqrt(coul * 1.5 * metal_density / fermi)
q1 = 2 * np.pi / length
lam_metal = 1 + (k_tf / q1)**2
integral = quad(lambda k: k * np.log(abs((q1 + 2 * k) / (q1 - 2 * k))),
                0, kf, points=[q1 / 2], limit=200)[0]
lam_lindhard = 1 + coul / q1**2 * integral / (2 * np.pi**2 * q1 * kin)
assert abs(lam_metal / lam_lindhard - 1) < 0.02
alpha_metal = 2 / (1 + lam_metal)
rate_metal = (lam_metal - 1) / (lam_metal + 1)
thermal = sc.k * 400 / sc.e
assert gap > 50 * thermal

print(f"cell length: {length:.1f} nm; wells: {wells}; grid points: {points}")
print(f"well potential amplitude: {depth:.1f} eV")
print(f"gap of the model: {gap:.3f} eV")
print(f"kT at 400 K: {thermal:.4f} eV")
print(f"area per row of wells: {area:.5f} nm^2")
print(f"mean electron density: {2*wells/(length*area):.1f} nm^-3")
print(f"smallest dielectric eigenvalue: {lam[0]:.6f}")
print(f"largest dielectric eigenvalue: {lam[-1]:.6f}")
print(f"macroscopic electronic constant at 2 nm wavelength: {eps_macro:.3f}")
print(f"numerical best mixing factor: {best.x:.5f}")
print(f"numerical best worst-case factor: {best.fun:.5f}")
print(f"worst-case factor at alpha 1/3: {worst_factor(1/3):.6f}")
print(f"first-step factor, smallest-eigenvalue mode: {sign_low:+.5f}")
print(f"first-step factor, largest-eigenvalue mode: {sign_high:+.5f}")
for k in (1, 2, 5, 10, 20):
    print(f"step {k}: relative error, loop {relative[k]:.4e}, "
          f"(2/3)^k {(2/3)**k:.4e}")
print(f"steps to reduce error to 1e-4: loop {count_scf}, "
      f"formula {steps_needed(2/3)}")
for alpha, measured, predicted in rates:
    print(f"alpha {alpha:.2f}: factor per step, loop {measured:.4f}, "
          f"formula {predicted:.4f}")
print(f"worst one-step factor in root-mean-square norm: {rms_factor:.3f}")
print(f"first-step factor for 1 V potential swing: {large_factor:.4f}")
print(f"assumed static permittivity with ions: {static_k:.0f}")
print(f"mixing factor chosen from it: {alpha_static:.4f}")
print(f"resulting worst factor: {rate_static:.4f}; "
      f"steps to 1e-4: {steps_needed(rate_static)}")
print(f"with local exchange, smallest eigenvalue: {lam_x[0]:.4f}")
print(f"with local exchange, largest eigenvalue: {lam_x[-1]:.4f}")
print(f"with local exchange, best alpha: {alpha_x:.4f}; factor: {rate_x:.4f}")
print(f"gate-metal electron density: {metal_density:.0f} nm^-3")
print(f"gate-metal Fermi energy: {fermi:.3f} eV")
print(f"gate-metal screening wave number: {k_tf:.2f} nm^-1")
print(f"metal-filled cell, largest eigenvalue, Thomas-Fermi: {lam_metal:.2f}")
print(f"metal-filled cell, largest eigenvalue, Lindhard: {lam_lindhard:.2f}")
print(f"metal-filled cell, best alpha: {alpha_metal:.4f}; "
      f"factor: {rate_metal:.4f}")
print(f"metal-filled cell, steps to 1e-4: {steps_needed(rate_metal)}")
print(f"metal-filled cell, error growth per step at alpha 1/3: "
      f"{abs(1-lam_metal/3):.2f}")
print("all tests passed")
```

Output:

```
cell length: 2.0 nm; wells: 4; grid points: 80
well potential amplitude: 6.0 eV
gap of the model: 5.657 eV
kT at 400 K: 0.0345 eV
area per row of wells: 0.05773 nm^2
mean electron density: 69.3 nm^-3
smallest dielectric eigenvalue: 1.000025
largest dielectric eigenvalue: 5.000000
macroscopic electronic constant at 2 nm wavelength: 1.973
numerical best mixing factor: 0.33333
numerical best worst-case factor: 0.66666
worst-case factor at alpha 1/3: 0.666667
first-step factor, smallest-eigenvalue mode: +0.66666
first-step factor, largest-eigenvalue mode: -0.66667
step 1: relative error, loop 6.6666e-01, (2/3)^k 6.6667e-01
step 2: relative error, loop 4.4444e-01, (2/3)^k 4.4444e-01
step 5: relative error, loop 1.3168e-01, (2/3)^k 1.3169e-01
step 10: relative error, loop 1.7340e-02, (2/3)^k 1.7342e-02
step 20: relative error, loop 3.0069e-04, (2/3)^k 3.0073e-04
steps to reduce error to 1e-4: loop 23, formula 23
alpha 0.20: factor per step, loop 0.8000, formula 0.8000
alpha 0.30: factor per step, loop 0.7000, formula 0.7000
alpha 0.38: factor per step, loop 0.9000, formula 0.9000
alpha 0.42: factor per step, loop 1.1000, formula 1.1000
worst one-step factor in root-mean-square norm: 2.674
first-step factor for 1 V potential swing: 0.6665
assumed static permittivity with ions: 20
mixing factor chosen from it: 0.0952
resulting worst factor: 0.9048; steps to 1e-4: 93
with local exchange, smallest eigenvalue: 0.9523
with local exchange, largest eigenvalue: 4.4931
with local exchange, best alpha: 0.3673; factor: 0.6502
gate-metal electron density: 50 nm^-3
gate-metal Fermi energy: 4.949 eV
gate-metal screening wave number: 16.56 nm^-1
metal-filled cell, largest eigenvalue, Thomas-Fermi: 28.78
metal-filled cell, largest eigenvalue, Lindhard: 28.61
metal-filled cell, best alpha: 0.0671; factor: 0.9329
metal-filled cell, steps to 1e-4: 133
metal-filled cell, error growth per step at alpha 1/3: 8.59
all tests passed
```
